# Capacitance Added by Delay-Optimal Repeaters on an RC Wire

## The problem

A long on-chip wire has resistance $r$ and capacitance $c$ per unit length. It is divided into $k$ equal segments of length $l$, so its total length is $L=kl$. Each segment is driven by a repeater of size $h$, meaning $h$ unit repeaters in parallel. A unit repeater has output resistance $R_0$, input capacitance $C_0$ and output parasitic capacitance $C_p$. A repeater of size $h$ therefore has $R_0/h$, $hC_0$ and $hC_p$.

The repeater is modelled as a linear resistor that connects its output to an ideal voltage step as soon as its input crosses half the supply voltage. Inductance is neglected. The gates at the two ends of the line also have size $h$, so each of the $k$ stages contains one driver output and one receiver input. Logical polarity is not tracked.

**(a)** Justify the stage delay

$$t=0.69\,\frac{R_0}{h}\,(cl+hC_0+hC_p)+0.69\,rl\,hC_0+0.38\,rc\,l^2 .$$

**(b)** Find the $h$ and $l$ that minimise the delay per unit length, treating the number of stages as continuous.

**(c)** Find the ratio $a$ of repeater capacitance to wire capacitance at this optimum. Evaluate it for $C_p=C_0$. On which parameters does it depend?

**(d)** The number of stages is really an integer. To what extent is the ratio independent of $L$?

**(e)** Evaluate the design for a copper wire 50 nm wide and 100 nm thick, with effective resistivity 4 µΩ cm and $c=0.2$ fF/µm. Take $R_0=10$ kΩ and $C_0=C_p=0.1$ fF. Consider a length of 1 mm and a supply of 0.7 V.

The formulas hold in any coherent system of units. For the numbers, 1 Ω fF = $10^{-3}$ ps.

## Hints

1. For (a), find the 50% time of one resistor charging one capacitor, then that of an open distributed line. For the mixed terms, ask how much charge passes through each resistance.
2. For (b), divide by $l$ before differentiating anything, and see which variables occur together.
3. For (c), square the ratio before substituting.
4. For (d), keep $L$ fixed and compare the total delays for $k$ and $k+1$ stages.

## Full solution

### (a) The stage delay

Let voltages be measured in units of the supply. A resistance $R$ charging a capacitance $C$ gives $v=1-e^{-t/RC}$. Setting $v=1/2$ gives $t=RC\ln2\approx0.69\,RC$.

A bare wire driven by an ideal step and open at its far end obeys

$$rc\,\frac{\partial v}{\partial t}=\frac{\partial^2v}{\partial x^2},\qquad v(0,t)=1,\qquad \frac{\partial v}{\partial x}(l,t)=0 .$$

The difference $v-1$ vanishes at $x=0$, has zero slope at $x=l$, and starts at $-1$. Its modes are $\sin[(2n+1)\pi x/2l]$, with initial coefficients $-4/[(2n+1)\pi]$. At $x=l$ the sine equals $(-1)^n$, hence

$$v(l,t)=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}\exp\!\left[-\frac{(2n+1)^2\pi^2t}{4rcl^2}\right].$$

Keeping the slowest mode and setting $v=1/2$ gives

$$t\approx\frac{4}{\pi^2}\ln\!\left(\frac8\pi\right)rcl^2\approx0.379\,rcl^2 .$$

At this time the next mode is about $2\times10^{-4}$ of the first, so neglecting it is justified. The rounded coefficient is 0.38.

For the complete stage, the voltage still missing at the far end is the sum of the drops $R_ji_j$ along the path from the source. Integrated over time, each current gives the charge finally stored downstream of its resistor. In supply units that charge equals the downstream capacitance. Therefore

$$\int_0^\infty(1-v)\,dt=\frac{R_0}{h}(cl+hC_0+hC_p)+\int_0^l r\,[c(l-x)+hC_0]\,dx ,$$

and the last integral is $rcl^2/2+rl\,hC_0$.

For a single exponential the 50% time is $\ln2$ times this area. The stage formula applies 0.69 to every term except the wire's own. There, $0.69/2=0.345$ is replaced by 0.38, so that the bare-wire limit is right. The formula is thus an interpolation: it has the correct limits, up to rounding, for a lumped load and for a bare wire, and is approximate in between.

### (b) The optimum

Divide each term by $l$:

$$\frac tl=\left[\frac{0.69R_0(C_0+C_p)}{l}+0.38\,rc\,l\right]+\left[\frac{0.69R_0c}{h}+0.69\,rC_0h\right].$$

The first bracket contains $l$ alone and the second $h$ alone. For positive $A$, $B$ and $y$,

$$\frac Ay+By=\left(\sqrt{\frac Ay}-\sqrt{By}\right)^2+2\sqrt{AB}.$$

The square vanishes at $y^2=A/B$, which is therefore the global minimum. Applied to the two brackets, this gives

$$l_{\rm opt}^2=\frac{0.69R_0(C_0+C_p)}{0.38\,rc},\qquad h_{\rm opt}^2=\frac{R_0c}{rC_0}.$$

At the optimum the two terms in each bracket are equal. Multiplied by $l$, these equalities have a direct meaning. The time a repeater needs to charge repeater capacitance equals the wire's own diffusion time. The time the driver needs to charge the wire equals the time the wire resistance needs to charge the next input.

### (c) The capacitance ratio

Each segment has repeater capacitance $h(C_0+C_p)$ and wire capacitance $cl$. Hence

$$a^2=\frac{h_{\rm opt}^2(C_0+C_p)^2}{c^2l_{\rm opt}^2}
=\frac{R_0c}{rC_0}\,\frac{(C_0+C_p)^2}{c^2}\,\frac{0.38\,rc}{0.69R_0(C_0+C_p)} .$$

The factors $R_0$ and $r$ cancel, as do both powers of $c$ and one power of $C_0+C_p$:

$$a=\sqrt{\frac{0.38}{0.69}\left(1+\frac{C_p}{C_0}\right)} .$$

For $C_p=C_0$,

$$a=\sqrt{0.76/0.69}=1.0495\approx1.05 .$$

The repeaters slightly more than double the total capacitance. A more resistive wire needs closer repeaters, but also smaller ones, and the two changes compensate. In this model the ratio depends on the device through $C_p/C_0$ alone. If the parasitic were absent, it would be 0.74.

Numerical minimisation of $t/l$ agrees. In twelve parameter sets, $r$, $c$, $R_0$ and $C_0$ were each varied by up to a factor of ten either way, with $C_p=C_0$. Every set gave 1.0495.

The independence from the electrical scales does not rely on the additive delay formula. Write

$$h=\eta\sqrt{\frac{R_0c}{rC_0}},\qquad l=\lambda\sqrt{\frac{R_0C_0}{rc}} .$$

The product of the two square roots is $R_0/r$, and their quotient is $c/C_0$. Therefore

$$\frac{R_0/h}{rl}=\frac1{\eta\lambda},\qquad \frac{hC_0}{cl}=\frac\eta\lambda,\qquad rcl^2=\lambda^2R_0C_0 .$$

For a linear RC stage with a step input, the 50% delay is $rcl^2$ times a function of the resistance and capacitance ratios. Thus $t/l$ equals $\sqrt{R_0C_0rc}$ times a function of $\eta$, $\lambda$ and $C_p/C_0$. The optimal $\eta$ and $\lambda$, and with them $a=(1+C_p/C_0)\eta/\lambda$, can depend only on $C_p/C_0$. A more accurate delay for the same circuit of driver, wire and load changes the value of $a$, but not this independence. An extra element with its own scale, such as a via resistance, adds a further dimensionless ratio and removes it.

### (d) Whole numbers of stages

Put $l=L/k$ and multiply the stage delay by $k$:

$$T_k=0.69R_0(C_0+C_p)\,k+\frac{0.38\,rcL^2}{k}+L\left[\frac{0.69R_0c}{h}+0.69\,rC_0h\right].$$

The bracket does not contain $k$, so the best size is still $h_{\rm opt}$. Let $x=L/l_{\rm opt}$. From the result for $l_{\rm opt}$, $0.38\,rcL^2=0.69R_0(C_0+C_p)x^2$. The part that depends on $k$ is therefore $0.69R_0(C_0+C_p)(k+x^2/k)$, and

$$T_{k+1}-T_k=0.69R_0(C_0+C_p)\left[1-\frac{x^2}{k(k+1)}\right].$$

One more stage helps when $x>\sqrt{k(k+1)}$. The actual capacitance ratio is

$$a_k=\frac{k\,h_{\rm opt}(C_0+C_p)}{cL}=a\,\frac kx .$$

For $k\ge2$, the optimal $k$ belongs to $\sqrt{k(k-1)}\le x\le\sqrt{k(k+1)}$, so

$$a\sqrt{\frac{k}{k+1}}\le a_k\le a\sqrt{\frac{k}{k-1}} .$$

The relative deviation from $a$ is at most about $1/(2k)$ for large $k$. The ratio is therefore independent of length for long wires, and equals $a$ also when $L$ is a whole multiple of $l_{\rm opt}$. It is not the same at every length.

For $k=1$ no repeater is inserted at all. The capacitance then belongs to the end gates, and $a_1=a/x$ grows without bound as $L\to0$. If only the $k-1$ inserted repeaters are counted, the ratio is $a(k-1)/x$, which is zero for such a short wire and tends to $a$ for a long one.

### (e) Numbers for the copper wire

The wire resistance per length is resistivity divided by cross-section:

$$r=\frac{4\times10^{-8}\ \Omega\,\mathrm m}{(50\times10^{-9}\ \mathrm m)(100\times10^{-9}\ \mathrm m)}=8\times10^6\ \Omega/\mathrm m=8\ \Omega/\mu\mathrm m .$$

With resistances in Ω, capacitances in fF and lengths in µm, the optimum is

$$h_{\rm opt}=\sqrt{\frac{10^4\times0.2}{8\times0.1}}=50,\qquad
l_{\rm opt}=\sqrt{\frac{0.69\times10^4\times0.2}{0.38\times8\times0.2}}=47.64\ \mu\mathrm m .$$

The driver resistance is 200 Ω and the segment resistance 381.1 Ω. The segment has 9.528 fF of wire capacitance and $50\times0.2=10$ fF of repeater capacitance, and $10/9.528=1.0495$. In the order of the formula in (a), with the driver term split into wire and repeater loads, the delay is

$$t=1.315+1.380+1.315+1.380=5.390\ \mathrm{ps}.$$

The two equal pairs are the balances found in (b). The delay per length is 113 ps/mm. The same 1 mm wire without repeaters would take $0.38\times8\times0.2\times1000^2\times10^{-3}=608$ ps, even with an ideal driver and no load.

The integer solutions show how the length enters:

| $L$ (µm) | $k$ | $a_k$ | inserted repeaters only |
|---:|---:|---:|---:|
| 20 | 1 | 2.50 | 0 |
| 60 | 1 | 0.83 | 0 |
| 100 | 2 | 1.00 | 0.50 |
| 300 | 6 | 1.00 | 0.83 |
| 1000 | 21 | 1.05 | 1.00 |

The first repeater is inserted at $L=\sqrt2\,l_{\rm opt}\approx67$ µm, which is why the 60 µm wire has none.

At 1 mm the wire contributes 200 fF and the 21 stages add 210 fF. In one full up-and-down cycle, a capacitance $C$ draws charge $CV$ from a supply at voltage $V$, and hence energy $CV^2$. At 0.7 V this is 98 fJ for the wire alone and 201 fJ with the repeaters. All of $c$ is counted here as capacitance to a fixed potential, so switching neighbours are ignored. Short-circuit current inside the repeaters is not included.

### How far the number can be trusted

The wire and device values are rough and serve as an illustration. The resistivity is well above that of bulk copper, because surfaces and grain boundaries scatter electrons and the liner occupies part of the cross-section. The ratio does not depend on this value, but the spacing and delay do. Several simplifications can be sized for the example.

**The delay formula.** The wire can be represented by a ladder of 80 RC sections, keeping the linear driver and step input, and its 50% time computed from the eigenmodes. At the design above this gives 5.73 ps, 6% more than the additive formula. Re-optimising the ladder gives $h=47.4$, $l=48.3$ µm and a ratio of 0.98. The formula's design is nevertheless only 0.07% slower per length than the ladder's optimum, because the minimum is flat. The excess of 1.05 over one therefore belongs to the additive formula; for $C_p=C_0$ the linear, step-driven stage gives a ratio close to one.

**Vias.** Suppose a via stack of $R_v=30$ Ω, a rough value, joins each end of the segment to its repeater. The stack at the driver carries the charge of the wire and the next input; the stack at the receiver carries that of the input. The extra delay per length is

$$0.69R_vc+1.38R_v\frac{hC_0}{l} .$$

The first term is constant and the second penalises large $h/l$. Re-optimisation lowers the ratio to 0.92, about 13% below 1.05. With vias the ratio is no longer independent of the wire: the same stacks give 0.83 for $r=2$ Ω/µm and 0.98 for $r=32$ Ω/µm.

**Temperature.** Let the resistivity rise by a rough 0.0067 µΩ cm/K from 300 K to 378 K, with $c$ and the device parameters held fixed. Then $r$ becomes 9.05 Ω/µm, and the unchanged design slows from 113 to 121 ps/mm. Within the delay formula, it is only 0.19% slower than a design re-optimised for the hot wire, whose capacitance ratio is again 1.05.

**Inductance.** For an ideal nearby return path and relative permittivity 3, the time of flight over one segment is 0.28 ps, against a stage delay of 5.4 ps. The lossless line impedance is 29 Ω, against 381 Ω of wire resistance. The segment is strongly damped, which supports the RC description here. A wide, thick wire of much lower resistance would need a new check.

Finite input slope, transistor nonlinearity and restricted repeater positions are not sized here. The switching of neighbouring wires, which can shift the ratio more than the delay formula, the vias or the temperature do, is the subject of the second variation.

## Variation 1: half the added capacitance

**Question.** Starting from the continuous optimum, how much delay does it cost to halve the repeater capacitance?

**Solution.** Multiply the size by $s$ and divide the segment length by $s$:

$$h=s\,h_{\rm opt},\qquad l=l_{\rm opt}/s .$$

The ratio $h/l$, and hence the added capacitance per length, is multiplied by $s^2$. In $t/l$, the terms proportional to $1/l$ and $h$ are multiplied by $s$; those proportional to $l$ and $1/h$ are multiplied by $1/s$. Since the terms of each bracket were equal at the optimum, each bracket changes by the same factor:

$$\frac{(t/l)}{(t/l)_{\rm opt}}=\frac12\left(s+\frac1s\right).$$

Half the capacitance means $s=1/\sqrt2$. The ratio falls from 1.05 to 0.52, and the delay rises by a factor

$$\frac12\left(\frac1{\sqrt2}+\sqrt2\right)=1.061 .$$

For the example, the delay goes from 113 to 120 ps/mm. Other combinations of $h$ and $l$ give the same capacitance, and the best of them can be no slower than this one. Within the delay formula, the necessary cost is therefore at most 6.1%.

The reason is that delay is stationary at its minimum while capacitance is not. For $s=1-\epsilon$ with small $\epsilon$, the capacitance saving is $2\epsilon$ to first order, whereas the relative delay increase is $\epsilon^2/2$ to leading order. When switching energy matters as well as speed, the delay optimum is thus a poor place to stop.

## Variation 2: neighbours that switch the other way

**Question.** Suppose 60% of the nominal $c$ couples to neighbouring signal wires. The repeaters are sized for the case in which these neighbours switch simultaneously in the opposite direction. What is the added capacitance relative to the nominal wire capacitance?

**Solution.** With quiet neighbours, the voltage across the coupling capacitance changes by $V$. With opposite switching it changes by $2V$, so that part requires twice the charge. The capacitance that enters the delay becomes

$$c'=0.4c+2\times0.6c=1.6c .$$

From (b), $h_{\rm opt}\propto\sqrt{c'}$ and $l_{\rm opt}\propto1/\sqrt{c'}$. The repeaters become larger and closer together:

$$h=50\sqrt{1.6}=63.2,\qquad l=\frac{47.64\ \mu\mathrm m}{\sqrt{1.6}}=37.7\ \mu\mathrm m .$$

Relative to $c'$, the added capacitance is still 1.05. Relative to the nominal $c$, it is

$$1.6\times1.0495=1.68 .$$

With the ladder ratio of 0.983 in place of the additive formula, the value is $1.6\times0.983=1.57$. Either way the shift is larger than those found above for the delay formula, the vias and the temperature. It assumes that the neighbours switch oppositely and in step along the whole segment; a design that treats the neighbours as grounded returns to 1.05. A quiet neighbour is held only by its own repeaters through its own wire resistance, so it partly follows the switching line. For three identical coupled wires treated as distributed lines, this lowers the optimum ratio of the middle wire from 0.98 to about 0.87. A quoted ratio therefore has to say which wire capacitance was used to choose the repeaters, and which one the added capacitance is compared with.

The numerical output below gives the values for both variations and for the main example.

## Computed values

```
wire width, thickness: 50, 100 nm
effective resistivity: 4.0 uohm cm
wire r: 8.00 ohm/um; c: 0.20 fF/um
unit repeater R0: 10.0 kohm; C0, Cp: 0.1, 0.1 fF
optimal size h: 50.00 (numerical 50.00)
optimal segment l: 47.64 um (numerical 47.64)
driver resistance R0/h: 200.0 ohm
segment wire resistance: 381.1 ohm
segment wire capacitance: 9.528 fF
repeater capacitance per segment: 10.000 fF
added/wire ratio, formula: 1.0495
added/wire ratio, numerical: 1.0495
ratio range, 12 varied sets: 1.0495-1.0495
ratio with Cp = 0: 0.7421
stage delay: 5.390 ps; per mm: 113.13 ps
integer stages: L um | k | ratio | inserted only | delay ps
  20 | 1 | 2.5000 | 0.0000 | 2.73
  60 | 1 | 0.8333 | 0.0000 | 6.88
  100 | 2 | 1.0000 | 0.5000 | 11.32
  300 | 6 | 1.0000 | 0.8333 | 33.96
  1000 | 21 | 1.0500 | 1.0000 | 113.13
1 mm wire capacitance: 200.0 fF
1 mm added capacitance: 210.0 fF
1 mm bare-wire delay, ideal driver, no load: 608.0 ps
supply: 0.7 V
energy per full cycle, wire only: 98.0 fJ
energy per full cycle, total: 200.9 fJ
half added capacitance: ratio 0.5247, delay x 1.0607
ladder coefficients: wire 0.3788, lumped 0.6932
ladder stage delay at formula optimum: 5.729 ps
ladder optimum: h 47.44, l 48.27 um
ladder optimum ratio: 0.983
ladder delay loss at formula optimum: 0.068 %
coupling share of c: 0.6
opposite switching: h 63.25, l 37.66 um
opposite switching: added/nominal wire ratio 1.679
via stack: 30 ohm at each end; ratio 0.918
temperatures: 300, 378 K
resistivity slope: 0.0067 uohm cm/K
hot wire r: 9.05 ohm/um; re-optimised ratio 1.0495
hot delay, fixed design: 120.52 ps/mm
hot loss against new optimum: 0.189 %
relative permittivity: 3.0
time of flight per segment: 0.275 ps
lossless line impedance: 28.9 ohm
```
